# Porosity of steady silicon macropores from the critical current density: verification in Python

```python
"""
Steady macropores in silicon: pore area fraction p = j / j_crit.
  j       applied current per cell area; j_leak is the part not dissolving tips
  j_crit  critical current density at the HF concentration of the pore tips
The closure (tip current density = j_crit) is represented by a width feedback:
  dR/dz = G(u), u = pore current / (pore area * j_crit), G has the sign of u-1.
For deep pores, j_crit = j0*(c/c0)**1.5 and HF is supplied by diffusion:
  L/L0 = (1-x)/x**1.5, x = c_tip/c0, L0 = n F D c0/(6 j0),
  t = (L0/v0)*(x**-3/2 - x**-2/4 - 1/4), v0 = j0 Vm/(n F).
All quantities are in SI units unless a name or label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial import cKDTree

F = const.N_A * const.e
Vm = const.physical_constants["molar volume of silicon"][0]
valence = 2.5
j0 = 400.0            # A/m^2
j_applied = 100.0     # A/m^2
pitch = 4e-6          # m
c0 = 3000.0           # mol/m^3
D = 2e-9              # m^2/s
depth = 200e-6        # m
leak_fraction = 0.05

# ---- Current of a rigidly advancing curved tip, from geometric displacement
def tip_current_and_area(height, radius=1.0, shift=1e-5):
    """Return current/(apex density * projected area) and surface/projected area."""
    nodes, weights = np.polynomial.legendre.leggauss(60)
    angles = (nodes + 1) * np.pi / 4
    weights = weights * np.pi / 4
    current = 0.0
    surface = 0.0
    apex_density = valence * F / Vm * shift      # unit time for the shift
    for t, w in zip(angles, weights):
        r, z = radius * np.sin(t), height * np.cos(t)
        normal = np.array([r / radius**2, z / height**2])
        normal /= np.linalg.norm(normal)

        def outside(s):
            rr, zz = r + s * normal[0], z + s * normal[1]
            return (rr / radius)**2 + (max(zz - shift, 0) / height)**2 - 1

        distance = brentq(outside, 0.0, 2 * shift, xtol=1e-14)
        local_density = valence * F / Vm * distance
        arc = np.hypot(radius * np.cos(t), height * np.sin(t))
        area = 2 * np.pi * r * arc * w
        current += local_density * area
        surface += area
    projected = np.pi * radius**2
    return current / (apex_density * projected), surface / projected

tip_results = {h: tip_current_and_area(h) for h in (0.5, 1.0, 2.0)}
for current_ratio, _ in tip_results.values():
    assert abs(current_ratio - 1) < 2e-4         # finite shift error
assert abs(tip_results[1.0][1] - 2) < 1e-6

# ---- Width feedback for one pore and for an irregular array
gain = 0.2
def response_rational(u):
    return gain * (u - 1) / (u + 1)

def response_tanh(u):
    return gain * np.tanh(np.log(u))

def grow_radius(response, pore_current, start, length):
    def rate(z, R):
        return response(pore_current / (np.pi * R**2 * j0))
    start = np.atleast_1d(start).astype(float)
    sol = solve_ivp(rate, (0, length), start, rtol=1e-9, atol=1e-15)
    assert sol.success
    return sol.y[:, -1]

p = j_applied / j0
pore_current = j_applied * pitch**2
diameter = pitch * np.sqrt(4 * p / np.pi)
R_star = diameter / 2
for response in (response_rational, response_tanh):
    for start in (0.15 * pitch, 0.45 * pitch):
        final = grow_radius(response, pore_current, start, 150e-6)[0]
        assert abs(np.pi * final**2 / pitch**2 - p) < 1e-6
    du = 1e-5
    slope = (response(1 + du) - response(1 - du)) / (2 * du)
    decay_length = R_star / (2 * slope)
    end = grow_radius(response, pore_current, 1.005 * R_star, decay_length)[0]
    measured = -decay_length / np.log((end / R_star - 1) / 0.005)
    assert abs(measured / decay_length - 1) < 0.02   # nonlinear correction
    if response is response_rational:
        ell_formula, ell_measured = decay_length, measured
reverse = grow_radius(lambda u: -response_rational(u), pore_current,
                      1.01 * R_star, 10e-6)[0]
assert reverse / R_star - 1 > 0.02               # wrong sign: deviation grows

rng = np.random.default_rng(4)
side = 6
box = side * pitch
ix, iy = np.meshgrid(np.arange(side), np.arange(side))
centres = (np.column_stack([ix.ravel(), iy.ravel()]) + 0.5) * pitch
centres += rng.uniform(-0.1, 0.1, centres.shape) * pitch
tree = cKDTree(centres, boxsize=box)
m = 600
axis = (np.arange(m) + 0.5) * box / m
gx, gy = np.meshgrid(axis, axis)
dist, owner = tree.query(np.column_stack([gx.ravel(), gy.ravel()]))
collecting = np.bincount(owner, minlength=side**2) * (box / m)**2
j_leak = leak_fraction * j_applied
radii = grow_radius(response_rational, (j_applied - j_leak) * collecting,
                    np.full(side**2, 0.2 * pitch), 150e-6)
neighbour = tree.query(centres, k=2)[0][:, 1]
assert 2 * radii.max() < neighbour.min()         # pores do not overlap
p_counted = np.mean(dist < radii[owner])
p_leak = (j_applied - j_leak) / j0
assert abs(p_counted - p_leak) < 0.003           # finite counting grid
area_spread = collecting.max() / collecting.min()
assert area_spread > 1.1                         # the pores really are unequal

# ---- Deep pore: quasi-steady formulas against transient transport
v0 = j0 * Vm / (valence * F)
L0 = valence * F * D * c0 / (6 * j0)
peclet = v0 * L0 / D
assert abs(peclet / (c0 * Vm / 6) - 1) < 1e-10

def tip_fraction(scaled_depth):
    return brentq(lambda x: x + scaled_depth * x**1.5 - 1, 1e-9, 1.0)

def scaled_time(x):
    return x**-3 / 2 - x**-2 / 4 - 0.25

target = depth / L0
x_tip = tip_fraction(target)
time_formula = L0 / v0 * scaled_time(x_tip)

cells = 30
h = 1 / cells
xi = np.linspace(0, 1, cells + 1)
start_depth = 0.01
x_start = tip_fraction(start_depth)

def transport(tau, y):
    """Diffusion and filling flow on a pore whose length grows with time."""
    length = y[-1]
    u = np.concatenate([[1.0], y[:-1]])
    reaction = max(u[-1], 0.0)**1.5
    ghost = u[-2] - 2 * h * length * reaction
    extended = np.append(u, ghost)
    second = (extended[2:] - 2 * extended[1:-1] + extended[:-2]) / h**2
    first = (extended[2:] - extended[:-2]) / (2 * h)
    flow = reaction * (1 - xi[1:]) / length
    du = second / (peclet * length**2) - flow * first
    return np.append(du, reaction)

def reached(tau, y):
    return y[-1] - target
reached.terminal = True
reached.direction = 1

initial = np.append(1 - (1 - x_start) * xi[1:], start_depth)
run = solve_ivp(transport, (0, 5), initial, method="BDF", events=reached,
                rtol=1e-7, atol=1e-9)
assert run.success and len(run.t_events[0]) == 1
x_transient = run.y_events[0][0][-2]
time_transient = L0 / v0 * (run.t_events[0][0] + scaled_time(x_start))
assert abs(x_transient / x_tip - 1) < 0.005      # order of the Peclet number
assert abs(time_transient / time_formula - 1) < 0.005

j_crit_deep = j0 * x_tip**1.5
um_min = 1e6 * 60

# ---- Numbers for the text
print(f"Faraday constant: {F:.2f} C/mol")
print(f"Molar volume of silicon: {Vm*1e6:.4f} cm^3/mol")
print(f"Dissolution valence n: {valence:.1f}")
print(f"Critical current density at mouth concentration: {j0/10:.1f} mA/cm^2")
print(f"Applied current density: {j_applied/10:.1f} mA/cm^2")
print(f"Lattice pitch: {pitch*1e6:.1f} um")
print(f"HF concentration at mouth: {c0/1000:.1f} mol/L")
print(f"HF diffusion coefficient: {D:.1e} m^2/s")
print(f"Target depth: {depth*1e6:.0f} um")
for height, (ratio, area_ratio) in tip_results.items():
    print(f"Tip height/radius {height:.1f}: current/(j_tip*A) = {ratio:.5f}, "
          f"surface/projected area = {area_ratio:.4f}")
print(f"Porosity p: {p:.4f}")
print(f"Pore diameter: {diameter*1e6:.3f} um")
print(f"Thinnest wall: {(pitch-diameter)*1e6:.3f} um")
print(f"Current per pore: {pore_current*1e9:.3f} nA")
print(f"Round pores touch at p: {np.pi/4:.4f}")
print(f"Initial growth rate: {v0*um_min:.3f} um/min")
print(f"Feedback gain g in G=g(u-1)/(u+1): {gain:.2f}")
print(f"Width decay length, formula: {ell_formula*1e6:.3f} um")
print(f"Width decay length, integrated: {ell_measured*1e6:.3f} um")
print(f"Reversed feedback, 1% deviation after 10 um: "
      f"{100*(reverse/R_star-1):.2f} %")
print(f"Leakage fraction: {100*leak_fraction:.1f} %")
print(f"Porosity with leakage, formula: {p_leak:.4f}")
print(f"Porosity with leakage, irregular array counted: {p_counted:.4f}")
print(f"Array: number of pores {side**2}, largest/smallest collecting area "
      f"{area_spread:.3f}")
print(f"Diffusion length scale L0: {L0*1e6:.1f} um")
print(f"Scaled target depth L/L0: {target:.4f}")
print(f"Quasi-steady parameter c0*Vm/6: {peclet:.5f}")
print(f"Tip HF fraction at target, formula: {x_tip:.4f}")
print(f"Tip HF fraction at target, transient: {x_transient:.4f}")
print(f"Tip HF concentration at target: {x_tip*c0/1000:.3f} mol/L")
print(f"Critical current density at target: {j_crit_deep/10:.2f} mA/cm^2")
print(f"Applied current density needed at target: {p*j_crit_deep/10:.3f} mA/cm^2")
print(f"Growth rate at target: {v0*x_tip**1.5*um_min:.3f} um/min")
print(f"Time to target, formula: {time_formula/60:.1f} min")
print(f"Time to target, transient: {time_transient/60:.1f} min")
print(f"Time to target at constant initial rate: {depth/v0/60:.1f} min")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Faraday constant: 96485.33 C/mol
Molar volume of silicon: 12.0588 cm^3/mol
Dissolution valence n: 2.5
Critical current density at mouth concentration: 40.0 mA/cm^2
Applied current density: 10.0 mA/cm^2
Lattice pitch: 4.0 um
HF concentration at mouth: 3.0 mol/L
HF diffusion coefficient: 2.0e-09 m^2/s
Target depth: 200 um
Tip height/radius 0.5: current/(j_tip*A) = 0.99999, surface/projected area = 1.3802
Tip height/radius 1.0: current/(j_tip*A) = 0.99999, surface/projected area = 2.0000
Tip height/radius 2.0: current/(j_tip*A) = 0.99999, surface/projected area = 3.4184
Porosity p: 0.2500
Pore diameter: 2.257 um
Thinnest wall: 1.743 um
Current per pore: 1.600 nA
Round pores touch at p: 0.7854
Initial growth rate: 1.200 um/min
Feedback gain g in G=g(u-1)/(u+1): 0.20
Width decay length, formula: 5.642 um
Width decay length, integrated: 5.651 um
Reversed feedback, 1% deviation after 10 um: 5.75 %
Leakage fraction: 5.0 %
Porosity with leakage, formula: 0.2375
Porosity with leakage, irregular array counted: 0.2374
Array: number of pores 36, largest/smallest collecting area 1.256
Diffusion length scale L0: 603.0 um
Scaled target depth L/L0: 0.3317
Quasi-steady parameter c0*Vm/6: 0.00603
Tip HF fraction at target, formula: 0.7741
Tip HF fraction at target, transient: 0.7742
Tip HF concentration at target: 2.322 mol/L
Critical current density at target: 27.24 mA/cm^2
Applied current density needed at target: 6.811 mA/cm^2
Growth rate at target: 0.817 um/min
Time to target, formula: 206.4 min
Time to target, transient: 206.4 min
Time to target at constant initial rate: 166.7 min
ALL CHECKS PASSED
```
